# How quickly and how closely a resist film follows its wafer

## Problem

A resist film of thickness \(L=100\) nm lies on a silicon wafer that is baked at 110 °C (383.15 K) after starting at 23 °C (296.15 K), the temperature of the surrounding air. The film has thermal diffusivity \(D=1\times10^{-7}\) m²/s and conductivity \(k=0.20\) W/(m K). Its top loses heat to the air with coefficient \(h=15\) W/(m² K).

The wafer is 775 µm thick, with heat capacity \(1.8\times10^{6}\) J/(m³ K) and conductivity 110 W/(m K). It is heated from below through a gas gap with coefficient \(h_g=300\) W/(m² K).

1. If the wafer temperature jumped suddenly, how long would the film take to follow?
2. How large is the temperature difference between the bottom and top of the film during the real bake?
3. Does the answer to part 1 by itself show that this difference is negligible?

## Solution

### 1. Relaxation after a sudden step

Let \(z\) run from the wafer, \(z=0\), to the free surface, \(z=L\). The film is far wider than it is thick, so heat flows along \(z\). With heat capacity per volume \(c=k/D=2\times10^{6}\) J/(m³ K), energy conservation reads \(c\,\partial_tT=-\partial_zq\), where \(q=-k\,\partial_zT\) is the heat flux. For constant \(k\) this gives

\[
\partial_tT=D\,\partial_z^2T .
\]

For now, take the wafer as a perfect reservoir and the top as insulated. Let \(u\) be the wafer temperature minus the film temperature, divided by the height of the step. Then

\[
\partial_tu=D\,\partial_z^2u,\quad u(0,t)=0,\quad \partial_zu(L,t)=0,\quad u(z,0)=1 .
\]

Try \(u=Z(z)G(t)\). Dividing the equation by \(DZG\) gives \(G'/(DG)=Z''/Z\). The left side depends on \(t\) and the right side on \(z\), so both equal a constant. A positive constant \(p^2\) would give \(Z\propto\sinh pz\), whose slope at \(L\) cannot vanish. A zero constant would give \(Z\propto z\), with the same defect. The constant is therefore negative, \(-p^2\), and \(Z=\sin pz\) satisfies the condition at the wafer. The condition at the top requires \(\cos pL=0\), so

\[
p_n=\frac{(2n+1)\pi}{2L},\qquad G_n=e^{-Dp_n^2t},\qquad n=0,1,2,\dots
\]

The slowest mode is \(n=0\), with e-folding time

\[
\tau=\frac{1}{Dp_0^2}=\frac{4L^2}{\pi^2D}
=\frac{4}{\pi^2}\times100\ \text{ns}=40.5\ \text{ns}.
\]

To see how much of the step is left at that time, write \(u(z,0)=1=\sum_nb_n\sin p_nz\). Different modes are orthogonal: for \(m\neq n\),

\[
\int_0^L\!\sin p_mz\,\sin p_nz\,dz=
\frac{\sin (p_m-p_n)L}{2(p_m-p_n)}-\frac{\sin (p_m+p_n)L}{2(p_m+p_n)}=0,
\]

because \((p_m\mp p_n)L\) are whole multiples of \(\pi\). Also \(\int_0^L\sin^2p_nz\,dz=L/2\), and \(\int_0^L\sin p_nz\,dz=1/p_n\) since \(\cos p_nL=0\). Hence \(b_n=2/(p_nL)=4/[(2n+1)\pi]\). At the top \(\sin p_nL=(-1)^n\), so the remaining deficit there is

\[
u(L,t)=\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}\,e^{-(2n+1)^2t/\tau}.
\]

At \(t=\tau\) this is 46.8 % of the step. Averaging each mode over the thickness multiplies \(b_n\) by \(1/(p_nL)\), so the mean deficit is

\[
\bar u(t)=\frac{8}{\pi^2}\sum_{n=0}^{\infty}\frac{e^{-(2n+1)^2t/\tau}}{(2n+1)^2},
\]

which is 29.8 % at \(t=\tau\). Thus 40 ns is the time scale of equilibration, not the time at which it is complete. Once \(t\) exceeds a few \(\tau\), the first term suffices. The top comes within 1 % of the step when \((4/\pi)e^{-t/\tau}=0.01\), that is,

\[
t=\tau\ln\frac{4}{0.01\,\pi}=196\ \text{ns}.
\]

### 2. Temperature drop during the bake

**Warming of the wafer.** The wafer does not jump. Treat it as having one temperature \(T_w\), and let \(C_w\) be its heat capacity per area, \(T_p\) the plate temperature and \(T_a\) the air temperature. Then

\[
C_w\frac{dT_w}{dt}=h_g(T_p-T_w)-h(T_w-T_a).
\]

The right side vanishes at the final bake temperature \(T_b\). Subtracting that balance leaves \(C_w\,d(T_w-T_b)/dt=-(h_g+h)(T_w-T_b)\). The wafer therefore approaches \(T_b\) exponentially, with time constant

\[
t_w=\frac{C_w}{h_g+h}=\frac{1.8\times10^{6}\times775\times10^{-6}}{315}\ \text{s}=4.43\ \text{s}.
\]

Its heating rate \(R=dT_w/dt\) is largest at the start: \(R_m=87\ \text{K}/4.43\ \text{s}=19.6\) K/s.

**Equation for the drop.** Let \(d=T_w-T\). Since \(\partial_td=R-\partial_tT\) and \(\partial_z^2d=-\partial_z^2T\),

\[
\partial_td=D\,\partial_z^2d+R,\qquad d(0,t)=0 .
\]

At the top, the conducted flux \(-k\,\partial_zT=k\,\partial_zd\) equals the loss to the air:

\[
k\,\partial_zd(L,t)=h\,[T_w-T_a-d(L,t)] .
\]

**Lag alone.** Set \(h=0\) and hold \(R\) constant. After a few \(\tau\) the profile is steady and \(Dd''=-R\). With \(d(0)=0\) and \(d'(L)=0\), this gives \(d=(R/D)(Lz-z^2/2)\). At the top,

\[
d_{\text{lag}}=\frac{RL^2}{2D}=19.6\ \text{K/s}\times50\ \text{ns}=0.98\ \text{µK}.
\]

**Loss alone.** When the wafer has settled, \(R=0\) and the profile is a straight line. The flux \(kd/L\) equals \(h(T_w-T_a-d)\). With the Biot number \(\mathrm{Bi}=hL/k=7.5\times10^{-6}\),

\[
d_{\text{loss}}=\frac{\mathrm{Bi}}{1+\mathrm{Bi}}(T_w-T_a)=0.652\ \text{mK}.
\]

**Both together.** Let \(\Theta=87\) K be the largest value of \(T_w-T_a\), and compare \(d\) with the fixed profile

\[
B(z)=\frac{R_m}{D}\left(Lz-\frac{z^2}{2}\right)+\frac{h\Theta}{k}z ,
\]

which satisfies \(DB''=-R_m\) and \(kB'(L)=h\Theta\). First, \(d\ge0\) during warm-up: \(d\) starts at zero, its source \(R\) is not negative, and the top condition pushes \(d\) upward whenever it is below \(T_w-T_a\). Now let \(e=B-d\). Subtracting the equations gives

\[
\partial_te=D\,\partial_z^2e+(R_m-R),\qquad
k\,\partial_ze(L,t)=h[\Theta-(T_w-T_a)]+h\,d(L,t).
\]

So \(e\) behaves like the temperature of a slab that starts non-negative, has its base held at zero, and receives heat inside and at its top without losing any there. Conduction moves heat from warmer to colder places and cannot produce a value below zero. Hence \(e\ge0\), and at the top

\[
d(L,t)\le\frac{R_mL^2}{2D}+\mathrm{Bi}\,\Theta=0.6535\ \text{mK}.
\]

Integrating the film equation numerically through a 60 s bake, with these same inputs, gives a largest drop of 0.6525 mK. The bound is slightly higher because it adds the lag, largest at the start, to the loss drop, largest at the end.

**Effect on the chemistry.** For a reaction rate proportional to \(e^{-E/k_BT}\), differentiating the logarithm gives a relative rate change \(E\,d/(k_BT^2)\) for a small drop \(d\). With \(E=1\) eV, at 383.15 K and with the drop at its bound, the top of the film reacts more slowly than the bottom by 52 parts per million. For resist processing that is negligible.

### 3. Is the short time sufficient?

It is not. The short relaxation time makes the lag small, but the loss drop persists however long one waits. At fixed \(k\) it does not depend on \(D\) at all. It is small for a separate reason: the film's thermal resistance \(L/k\) is tiny compared with the resistance \(1/h\) between its surface and the air.

In this example the loss drop is also the larger of the two. Using \(R_m=\Theta/t_w\) and \(\mathrm{Bi}\ll1\),

\[
\frac{d_{\text{lag}}}{d_{\text{loss}}}\approx\frac{L^2/(2Dt_w)}{hL/k}=\frac{cL}{2ht_w}\approx1.5\times10^{-3}.
\]

The ratio grows in proportion to \(L\), so the lag gains importance in thicker films.

The drop is no longer small under much more violent heating. A lag of 1 K needs a sustained rate of \((1\ \text{K})\times2D/L^2=2\times10^{7}\) K/s, and a steady drop of 1 K needs a flux of \((1\ \text{K})\times k/L=2\times10^{6}\) W/m² through the film. A hotplate is far from both; a short, intense laser pulse need not be.

## A few cases

The table sets the two film drops beside other effects. All film entries are for 100 nm.

| Cause | Size (mK) |
|---|---:|
| Film, warm-up lag | 0.00098 |
| Film, loss to air | 0.652 |
| Film, reaction heat | 0.0038 |
| Film, evaporation | 0.0024 |
| Wafer, warm-up | 96.5 |
| Wafer, loss to air | 9.2 |

The reaction entry assumes 3000 mol/m³ of sites, each mole exchanging 50 kJ, all within 1 s. This is a source \(s=1.5\times10^{8}\) W/m³. It enters the heat equation as \(s/c\), in the place of \(R\), and so changes the top temperature by \(sL^2/(2k)\). The evaporation entry assumes that 10 % of a film of density 1200 kg/m³ leaves within 1 s with latent heat 400 kJ/kg. The resulting flux of 4.8 W/m² is multiplied by \(L/k\).

The wafer entries use the same lag and loss formulas with silicon's properties and thickness, since the wafer is heated at its lower face. The vertical drop in the wafer exceeds that in the film, so \(T_w\) in the film equations must be read as the temperature of the wafer's upper surface. The silicon properties used are those near 110 °C, but the warm-up peak comes at the start. There silicon has a conductivity near 150 W/(m K) and a heat capacity near \(1.65\times10^{6}\) J/(m³ K), which would give a peak drop in the wafer of about 70 mK and a peak heating rate of about 21 K/s.

## The model beside a real bake

The material and process values are rough typical ones for a chemically amplified resist baked over a 100 µm gap. The coefficient \(h\) depends on the gas flow above the wafer, and at a given wafer temperature the loss drop grows in proportion to it as long as \(\mathrm{Bi}\ll1\). The sign of \(d\) relies on the surroundings being at 23 °C. Under a heated lid the top gains heat while the wafer is cold: with surroundings at 110 °C the top is about 0.64 mK warmer than the bottom early in the bake, and the difference vanishes at the end.

A further layer under the resist breaks the assumption of a single film on bare silicon. An 80 nm organic underlayer with the same thermal properties makes the stack 180 nm thick. This multiplies \(\tau\) by \(1.8^2\), to 131 ns, and the loss drop across the stack by 1.8.

A contact resistance \(r\) between film and wafer replaces \(u(0)=0\) by \(k\,\partial_zu(0)=u(0)/r\). The mode \(\cos[x(1-z/L)]\) keeps the top insulated, and the new condition gives \((kx/L)\sin x=(\cos x)/r\), or \(x\tan x=L/(kr)\). For \(r=10^{-8}\) m² K/W the right side is 50, and the slowest time \(L^2/(Dx^2)\) becomes 42.2 ns.

Silicon is also not a perfect reservoir. In a calculation with conducting silicon below the film, a sudden step leaves 3.46 % at the top after 196 ns instead of 1 %, of which 1.43 % lies across the film. After 1 µs the top deficit is 0.84 %, but just 0.023 % lies across the film: the rest is shared with the wafer surface. That calculation uses Fourier's law in silicon, which is approximate over the micrometre depths involved. With any one of these changes, the top still comes within 1 % of a sudden step in less than 1 µs, far less than the seconds over which the wafer warms. The changes compound: the underlayer on conducting silicon takes about 2.4 µs, still far less than those seconds. Further values are in the numerical output.

## Numbers as computed

```
film thickness: 100 nm
film diffusivity: 1e-07 m^2/s
film conductivity: 0.2 W/(m K)
film heat capacity: 2e+06 J/(m^3 K)
silicon conductivity: 110 W/(m K)
silicon heat capacity: 1.8e+06 J/(m^3 K)
wafer thickness: 775 um
bake temperature: 383.15 K
air and start temperature: 296.15 K
surface loss coefficient: 15 W/(m^2 K)
  black-body radiation part at most: 9.03 W/(m^2 K)
gas gap: 100 um
gas conductivity: 0.03 W/(m K)
gap coefficient: 300 W/(m^2 K)
L^2/D: 100 ns
slowest e-folding time tau: 40.53 ns
tau from network: 40.53 ns
top deficit left at tau: 46.8 %
mean deficit left at tau: 29.8 %
time to 1 % at top: 196.4 ns
lag time L^2/(2D): 50 ns
wafer warm-up time constant: 4.43 s
largest wafer heating rate: 19.6 K/s
film warm-up lag: 0.982 uK
Biot number of film: 7.5e-06 (no unit)
steady loss drop in film: 0.652 mK
bound on total film drop: 0.6535 mK
largest drop in simulated bake: 0.6525 mK
simulated bake time: 60 s
activation energy: 1 eV
top-to-bottom rate difference: 51.7 ppm
heating rate for 1 K lag: 2e+07 K/s
heat flux for 1 K drop: 2e+06 W/m^2
real silicon: top deficit at tau: 49.1 %
real silicon: top deficit at 1 % time: 3.46 %
  of which across film: 1.43 %
real silicon: top deficit at 1 us: 0.839 %
  of which across film: 0.023 %
  tail formula at 1 us: 0.802 %
contact resistance: 1e-08 m^2 K/W
tau with contact resistance: 42.2 ns
underlayer thickness: 80 nm
tau with underlayer: 131 ns
reacting sites: 3000 mol/m^3
reaction heat, released in 1 s: 50 kJ/mol
temperature change by reaction heat: 3.75 uK
film density: 1200 kg/m^3
film mass evaporated in 1 s: 10 %
latent heat: 400 kJ/kg
drop by evaporation: 2.4 uK
drop in wafer during warm-up: 96.5 mK
drop in wafer by steady loss: 9.19 mK
```
